# Mirror parity and the subbands of a trilayer with outer-layer hopping

## Problem

A crystal film consists of three identical layers, numbered 1, 2 and 3 from bottom to top. Each layer contributes one band with in-plane energy \(\varepsilon(\mathbf k)\), where \(\mathbf k\) is the in-plane wavevector. Electrons hop between adjacent layers with matrix element \(t=0.30\) eV and directly between the two outer layers with matrix element \(t'=0.05\) eV.

(a) Use the mirror that exchanges the outer layers to find the three subband energies in closed form, and evaluate them.

(b) Find how each subband is distributed over the layers.

(c) Explain how each level responds to \(t'\), and find where the order of the levels changes.

(d) Take the hoppings as a rough model of the valence band of trilayer molybdenum disulfide near the zone centre. Estimate the size of some corrections that the model omits.

Assume that the layer orbitals are orthonormal, that the hoppings are real and independent of \(\mathbf k\), and that hopping conserves \(\mathbf k\). A hopping is here the Hamiltonian matrix element itself, with no extra minus sign.

## Solution

### The matrix and its mirror

At fixed \(\mathbf k\), a state has amplitudes \((c_1,c_2,c_3)\) on the three layers. The Hamiltonian is

\[
H(\mathbf k)=\varepsilon(\mathbf k)\,I+h,\qquad
h=\begin{pmatrix}0&t&t'\\ t&0&t\\ t'&t&0\end{pmatrix},
\]

where \(I\) is the unit matrix. Every vector is an eigenvector of \(\varepsilon(\mathbf k)I\), so the eigenvectors of \(h\) are those of \(H(\mathbf k)\). If \(h\) has eigenvalues \(\lambda_n\), the subbands are

\[
E_n(\mathbf k)=\varepsilon(\mathbf k)+\lambda_n .
\]

They are three copies of the single-layer band, shifted rigidly. This relies on two assumptions: the layers share one \(\varepsilon(\mathbf k)\), and the hoppings do not vary with \(\mathbf k\).

The mirror plane lies in the middle layer. Reflection exchanges layers 1 and 3 and leaves the in-plane wavevector alone, so it acts on the amplitudes at each \(\mathbf k\) as

\[
M(c_1,c_2,c_3)=(c_3,c_2,c_1).
\]

Exchanging the first and third rows of \(h\), and then the first and third columns, returns the same matrix. Hence \(MhM=h\). Two reflections restore the original state, so \(M^2=I\), and multiplying \(MhM=h\) by \(M\) from the left gives \(hM=Mh\). The eigenstates of \(h\) can therefore be chosen with parity \(+1\) or \(-1\), and \(h\) does not connect states of opposite parity.

If the layer orbital itself changes sign under reflection, \(M\) acquires an overall minus sign. The names even and odd are then exchanged, but the blocks and energies stay the same. Below, parity refers to the exchange of amplitudes.

### The odd level

An odd vector satisfies \((c_3,c_2,c_1)=-(c_1,c_2,c_3)\). The middle entry requires \(c_2=-c_2\), so \(c_2=0\), and the outer entries require \(c_3=-c_1\). There is one such normalized vector, up to an overall phase:

\[
|o\rangle=\frac{1}{\sqrt2}(1,0,-1).
\]

Acting with \(h\) gives

\[
h|o\rangle=\frac1{\sqrt2}\,(-t',\;t-t,\;t')=-t'|o\rangle ,
\]

so that

\[
\boxed{\lambda_o=-t'}
\]

The middle entry vanishes because the amplitudes arriving from the two outer layers cancel. The odd level therefore does not depend on \(t\), however large \(t\) may be.

### The even levels

An even vector has \(c_3=c_1\), with \(c_2\) free. A suitable orthonormal basis is

\[
|s\rangle=\frac1{\sqrt2}(1,0,1),\qquad |m\rangle=(0,1,0).
\]

The action of \(h\) on the first vector is

\[
h|s\rangle=\frac1{\sqrt2}(t',2t,t')=t'|s\rangle+\sqrt2\,t\,|m\rangle ,
\]

because \(2t/\sqrt2=\sqrt2\,t\). On the second it is

\[
h|m\rangle=(t,0,t)=\sqrt2\,t\,|s\rangle .
\]

The even block and its characteristic equation are therefore

\[
h_{\rm even}=\begin{pmatrix}t'&\sqrt2\,t\\ \sqrt2\,t&0\end{pmatrix},
\qquad
(\lambda-t')\lambda-2t^2=0 .
\]

Adding \(t'^2/4\) to both sides of \(\lambda^2-t'\lambda=2t^2\) completes the square:

\[
\left(\lambda-\frac{t'}2\right)^2=\frac{t'^2}{4}+2t^2,
\]

\[
\boxed{\lambda_\pm=\frac{t'}2\pm\sqrt{\frac{t'^2}{4}+2t^2}}
\]

The full determinant gives an independent check. Expanded along the first row,

\[
\begin{aligned}
\det(\lambda I-h)
&=\lambda(\lambda^2-t^2)+t(-t\lambda-tt')-t'(t^2+t'\lambda)\\
&=\lambda^3-(2t^2+t'^2)\lambda-2t^2t' .
\end{aligned}
\]

Multiplying the odd and even factors gives

\[
\begin{aligned}
(\lambda+t')(\lambda^2-t'\lambda-2t^2)
&=\lambda^3-t'\lambda^2-2t^2\lambda+t'\lambda^2-t'^2\lambda-2t^2t'\\
&=\lambda^3-(2t^2+t'^2)\lambda-2t^2t' ,
\end{aligned}
\]

which is the same polynomial. Parity has supplied one root of the cubic, leaving a quadratic.

For the given hoppings, the square root is

\[
\sqrt{(0.025)^2+2(0.30)^2}\ \text{eV}=\sqrt{0.180625}\ \text{eV}=0.425\ \text{eV}.
\]

The three subbands are

\[
\begin{aligned}
E_+(\mathbf k)&=\varepsilon(\mathbf k)+0.45\ \text{eV}\quad\text{(even)},\\
E_o(\mathbf k)&=\varepsilon(\mathbf k)-0.05\ \text{eV}\quad\text{(odd)},\\
E_-(\mathbf k)&=\varepsilon(\mathbf k)-0.40\ \text{eV}\quad\text{(even)}.
\end{aligned}
\]

The offsets sum to zero, as they must because \(h\) has zero trace. The spacings are 0.50 eV between the upper two levels and 0.35 eV between the lower two.

### Which signs matter

Reversing the sign of the orbital on layer 2 changes \(t\) to \(-t\) in both adjacent bonds but leaves \(t'\) alone. This is a change of basis, so the sign of \(t\) cannot affect the energies.

The sign of \(t'\) does matter. The matrix \(-h(t,t')\) equals \(h(-t,-t')\), which has the same energies as \(h(t,-t')\). Reversing \(t'\) therefore reverses the whole set of offsets, giving \(-0.45\), \(+0.05\) and \(+0.40\) eV. The same result follows if both hoppings are defined with a minus sign in the Hamiltonian. What distinguishes the two cases is the sign of the product \(t\cdot t\cdot t'\) around the closed path 1–2–3–1, which no choice of orbital signs can change.

### Distribution over the layers

The odd state has weight 1/2 on each outer layer and none on the middle layer. Write an even eigenvector as \((a,b,a)\). The second row of \(h\) gives \(2ta=\lambda b\), hence \(b=2ta/\lambda\). Normalization requires \(2a^2+b^2=1\), so the middle-layer weight is

\[
w=b^2=\frac{4t^2/\lambda^2}{2+4t^2/\lambda^2}
=\frac{2t^2}{\lambda^2+2t^2}.
\]

For the upper level,

\[
w_+=\frac{0.18}{0.2025+0.18}=0.471,
\]

with 0.265 on each outer layer. For the lower level,

\[
w_-=\frac{0.18}{0.16+0.18}=0.529,
\]

with 0.235 on each outer layer. The upper state has \(b/a=0.60/0.45=4/3\), so all amplitudes have the same sign. The lower state has \(b/a=0.60/(-0.40)=-3/2\), so the middle amplitude is opposite to the outer ones.

Without \(t'\), both even levels have \(\lambda^2=2t^2\) and \(w=1/2\). A positive \(t'\) raises the energy of the symmetric outer combination \(|s\rangle\). The upper level then takes more of \(|s\rangle\) and the lower level more of the middle layer.

### How the outer hopping moves the levels

For \(|t'|\ll|t|\), use \(\sqrt{1+x}\simeq1+x/2\):

\[
\begin{aligned}
\sqrt{2t^2+\frac{t'^2}{4}}
&=\sqrt2\,|t|\sqrt{1+\frac{t'^2}{8t^2}}\\
&\simeq\sqrt2\,|t|+\frac{t'^2}{8\sqrt2\,|t|}.
\end{aligned}
\]

Therefore

\[
\lambda_\pm\simeq\pm\sqrt2\,|t|+\frac{t'}2\pm\frac{t'^2}{8\sqrt2\,|t|}.
\]

The linear term also follows from the states. At \(t'=0\), each even state has \(a^2=1/4\), and the expectation value of the outer hopping is \(2a^2t'=t'/2\). In the odd state the outer amplitudes have opposite signs and full weight, which gives \(-t'\).

Here \(t'/2=25\) meV and the quadratic term is 0.74 meV. With \(t\) held fixed, switching on \(t'\) raises the upper level from 0.4243 eV by 25.7 meV, raises the lower level from \(-0.4243\) eV by 24.3 meV, and lowers the odd level from zero by 50 meV. The odd level moves most because its weight lies entirely on the layers that \(t'\) connects.

For positive \(t'\), the odd level falls towards the lower even level. They meet when \(\lambda_-=-t'\), or

\[
\frac{3t'}2=\sqrt{\frac{t'^2}{4}+2t^2}.
\]

Both sides are positive, so squaring is safe. It gives \(9t'^2/4=t'^2/4+2t^2\), hence \(t'=|t|\). Below this value the odd level lies in the middle; above it, the odd level is lowest. For negative \(t'\) the offsets are reversed, so the odd level instead meets the upper even level at \(t'=-|t|\) and is highest beyond that point. The levels can cross because the mirror forbids any matrix element between them. At \(t'=t=0.30\) eV, the three layers are connected like a ring with equal bonds, and the offsets are \(-0.30\), \(-0.30\) and \(+0.60\) eV.

In the opposite limit, \(t'\gg|t|\), the root is approximately \(t'/2+2t^2/t'\). The even levels approach \(t'+2t^2/t'\) and \(-2t^2/t'\). The outer layers then form a strongly split pair at about \(\pm t'\), and the middle layer is left nearly alone close to zero.

### Comparison with a real trilayer

Molybdenum disulfide in the 2H stacking suits this problem because a trilayer has the required mirror plane through its middle layer. Near the zone centre, its valence states couple appreciably between layers, and a hopping of a few tenths of an eV is a reasonable rough value. The value \(t'=50\) meV is large for a literal direct hop across a whole intervening layer. It is better read as an effective hopping through other orbitals. The assumption that all layers have equal energy is then open to doubt: the estimate below moves the top level by about 24 meV, nearly as much as \(t'\) itself does. The offsets above are exact for the three-level model, but they are not predicted or measured energies of the material.

**Remote orbitals and a middle-layer offset.** Suppose that each layer has another orbital at energy \(-\Delta\), coupled by \(t_x\) to the main orbitals of adjacent layers. Let \(V\) contain these couplings, \(c\) the main amplitudes and \(d\) the remote ones. With the direct outer hopping set to zero in \(h\), the equations are

\[
\lambda c=hc+Vd,\qquad \lambda d=V^{\mathsf T}c-\Delta d .
\]

The second gives \(d=V^{\mathsf T}c/(\lambda+\Delta)\). Substitution into the first, with \(|\lambda|\ll\Delta\), adds \(VV^{\mathsf T}/\Delta\) to \(h\). Define \(g=t_x^2/\Delta\). Layers 1 and 3 both couple to the remote orbital of layer 2, while layer 2 couples to two remote orbitals. If all couplings have the same sign,

\[
\frac{VV^{\mathsf T}}{\Delta}=g\begin{pmatrix}1&0&1\\0&2&0\\1&0&1\end{pmatrix}.
\]

The corner entries are an effective outer hopping \(t'=g\). The diagonal also raises the middle layer by \(g\) relative to the outer layers. The mechanism that produces \(t'\) thus produces an energy offset \(\delta\) of the same size. For an assumed \(\Delta=2\) eV, the required coupling is \(t_x=\sqrt{0.05\times2}\) eV \(=0.316\) eV, which is similar to \(t\). If the remote orbital has the opposite mirror parity to the main orbital, the couplings of the middle remote orbital to layers 1 and 3 have opposite signs and \(t'=-g\).

An offset \(\delta\) preserves the mirror. It leaves the odd level alone and replaces the zero in the even block by \(\delta\), so

\[
\lambda_\pm=\frac{t'+\delta}2\pm\sqrt{\frac{(t'-\delta)^2}{4}+2t^2}.
\]

For \(\delta=t'=50\) meV this becomes \(t'\pm\sqrt2\,t\). Relative to the levels found in part (a), the upper even level rises by 24.3 meV and the lower by 25.7 meV. These values are measured from the outer-layer energy; the common shift \(g\) is omitted.

The offset also limits what can be inferred from a spectrum. The difference between the two level spacings is

\[
(\lambda_+-\lambda_o)-(\lambda_o-\lambda_-)
=\lambda_++\lambda_--2\lambda_o=3t'+\delta .
\]

For \(\delta=0\) it is 0.15 eV, in agreement with \(0.50-0.35\). Two measured spacings cannot determine the three unknowns \(t\), \(t'\) and \(\delta\) without further information.

The folding is itself approximate. At \(\Delta=2\) eV, the largest difference between its three levels and those of the full six-orbital model is 20 meV. This size is expected: the remote orbitals shift the even levels by \(2g=100\) meV in the folded model, while in the full model the shift is \(2g\Delta/(\lambda+\Delta)\). The difference is \(2g\lambda/(\lambda+\Delta)\), which for the upper level, at \(\lambda=0.504\) eV in the full model, is 20 meV.

**Perpendicular field.** A field \(F\) inside the film gives layer energies \((u,0,-u)\), with \(u=eFd_0\) and layer spacing \(d_0\). For \(F=1\) MV/cm \(=0.1\) V/nm and \(d_0=0.65\) nm, \(u=65\) meV. This spacing is a round figure; the bulk crystal value of about 0.615 nm would lower the shifts below by about a tenth. The mirror is broken, and the field couples the odd state to an even state \((a,b,a)\) with matrix element

\[
\frac{ua+ua}{\sqrt2}=\sqrt2\,ua .
\]

Its square is \(2a^2u^2=(1-w)u^2\). There is no first-order shift, since \(ua^2-ua^2=0\), and the field does not couple the two even states for the same reason. To second order, the top level rises by

\[
\frac{(1-w_+)u^2}{\lambda_+-\lambda_o}
=\frac{0.529\,(0.065)^2}{0.50}\ \text{eV}=4.5\ \text{meV}.
\]

Diagonalization with the field included also gives 4.5 meV to this accuracy. The odd level rises by 1.2 meV and the lowest falls by 5.6 meV. The top state acquires 0.9 percent odd weight, so parity remains a good approximate label at this field.

**Hopping away from the zone centre.** Suppose that adjacent layers are linked by three equivalent paths with lateral displacements \(\mathbf r_j\), each of length \(a_0/\sqrt3\) and 120 degrees apart. Here \(a_0=0.32\) nm is the lattice constant. The hopping is multiplied by

\[
f=\frac13\sum_{j=1}^3e^{i\mathbf k\cdot\mathbf r_j}
\simeq1-\frac{k^2a_0^2}{12}.
\]

The linear terms cancel because the displacements sum to zero, and \(\sum_j(\mathbf k\cdot\mathbf r_j)^2=k^2a_0^2/2\). For a hole mass of one electron mass at 300 K, setting \(\hbar^2k^2/2m=k_BT\) gives \(k=0.824\) nm\(^{-1}\). The hopping falls by 0.58 percent and the top level by about 2.5 meV, with \(t'\) held fixed. This is small beside the subband spacings, but it is nearly a tenth of the kinetic energy \(k_BT\). If the assumed mass is that of a single layer, the hole mass in the top subband is about 9 percent lower. This figure grows with the assumed mass, and one electron mass is only a round value: the zone-centre hole of a single molybdenum disulfide layer is heavier, roughly two to three electron masses, for which the same path model gives a reduction of 16 to 22 percent. If \(t'\) and the layer energies come from the remote orbitals and their couplings carry the same factor \(f\), the reduction for one electron mass is 12 percent rather than 9. Within this path model, the spacings are thus nearly constant for thermal holes, while the masses differ noticeably between subbands. Other hopping paths in the real material could make the difference larger.

**Broadening and filling.** A mobility of 100 cm²/Vs with the same mass corresponds to a transport lifetime \(\tau=\mu m/e\). If the lifetime of the level is similar, its broadening is \(\hbar/\tau=11.6\) meV. This is smaller than the 25.7 meV shift of the top level, but not negligible beside it. A lower mobility would increase the broadening in inverse proportion.

Holes occupy the highest valence subband first. At 300 K, \(k_BT=25.9\) meV, and for low density and equal masses the occupation of the odd subband relative to the top one is \(e^{-0.50/0.02585}\simeq4\times10^{-9}\). Degenerate statistics become important near a hole density of \(mk_BT/(\pi\hbar^2)=1.1\times10^{13}\) cm\(^{-2}\). With the levels held fixed, filling the top subband down to the odd one at zero temperature would take \(2.1\times10^{14}\) cm\(^{-2}\). This is only a scale. If a single gate supplied all these holes, the field on its side of the film would be \(en/(\varepsilon_0\varepsilon_r)\simeq58\) MV/cm for an assumed relative permittivity \(\varepsilon_r=6.5\), and the resulting potential would change the levels strongly. These estimates count one spin-degenerate valley at the zone centre. Other valleys could take up holes earlier; they are left out, as are spin–orbit coupling and many-body shifts.

The computed levels, weights and estimates are collected in the numerical output below.

## Table of computed values

```
adjacent-layer hopping t: 0.30 eV
outer-layer hopping tp: 0.05 eV
square root in even levels: 0.425000 eV
upper even: offset +0.450000 eV, parity +1
  middle-layer weight 0.4706, each outer 0.2647
  offset without tp +0.424264 eV
  shift due to tp +25.736 meV
odd: offset -0.050000 eV, parity -1
  middle-layer weight 0.0000, each outer 0.5000
  offset without tp -0.000000 eV
  shift due to tp -50.000 meV
lower even: offset -0.400000 eV, parity +1
  middle-layer weight 0.5294, each outer 0.2353
  offset without tp -0.424264 eV
  shift due to tp +24.264 meV
sum of offsets: 0.000000 eV
spacing upper even to odd: 0.5000 eV
spacing odd to lower even: 0.3500 eV
offsets for reversed tp: -0.4500, +0.0500, +0.4000 eV
second-order part of even shifts: 0.737 meV
levels at tp = t: -0.3000, -0.3000, +0.6000 eV
Rough inputs and sizes of neglected effects
assumed remote gap: 2.0 eV
remote coupling that gives tp: 0.316 eV
largest folding error at this gap: 20.1 meV
assumed middle-layer offset: 50 meV
its shifts, lower even / odd / upper even: +25.74, +0.00, +24.26 meV
layer spacing: 0.65 nm; internal field: 1.0 MV/cm
potential step per layer: 65.0 meV
field shifts, lowest to highest: -5.63, +1.18, +4.45 meV
second-order field shift of top level: 4.47 meV
odd weight mixed into top state: 0.88 percent
temperature: 300 K; kT: 25.85 meV
assumed hole mass: 1.0 electron masses
lattice constant: 0.32 nm
thermal wavevector: 0.824 1/nm
hopping reduction there: 0.58 percent
top-level shift from it: -2.45 meV
assumed mobility: 100 cm2/Vs
lifetime broadening hbar/tau: 11.6 meV
second/top hole population ratio, nondegenerate: 4.0e-09
density scale for degeneracy: 1.08e+13 1/cm2
density to reach second subband at 0 K: 2.09e+14 1/cm2
```
